**Debye length of mobile ions in a low-k dielectric, and its limits**

The program tests L = √(kε₀k_BT/(e² Σ n_i z_i²)), where k is the relative permittivity, T the temperature, and n_i and z_i the concentrations and charge numbers of the mobile species. For k = 2.5, 400 K and 10¹⁸ cm⁻³ monovalent cations with a fixed neutralising background, it gives L = 2.182 nm. The program solves the nonlinear Poisson–Boltzmann equation on a grid and asserts that the decay length of a small potential agrees with the formula for three ion populations. It also asserts that linear theory claims more screening charge within L of a single ion (0.264 of the ion's charge) than the missing cations can supply (0.0435). For 10 V across the depletion layer, the grid solution gives a width of 52.5 nm and a peak field of 3.80 MV/cm, in agreement with the first integral of the equation. The slowest nonzero rate of the linearised drift-diffusion problem agrees with 2D/(Ld) to within the asserted 4 percent, where D is the diffusion coefficient and d the film thickness. Correlations between ions are not included in the planar decay length.

## Numerical check

```python
# Result under test: the Debye length of mobile ions in a dielectric,
#   L = sqrt(k eps0 kB T / (e^2 * sum of n_i z_i^2 over mobile species)),
# is the decay length of a small planar potential in mean-field theory.
# For k = 2.5, T = 400 K, n = 1e18 cm^-3 and z = 1 it is near 2.2 nm.
# Symbols: k relative permittivity, n ion concentration, z charge number,
# T temperature, l_B Bjerrum length (pair energy equals kB T at that distance).
# The program also tests where the mean-field picture stops being valid.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

e, kB, eps0 = const.e, const.k, const.epsilon_0
nm = 1e-9
per_cm3 = 1e6
MV_per_cm = 1e8

k_rel = 2.5
temperature = 400.0
density_cm3 = 1e18
density = density_cm3 * per_cm3
film = 100 * nm
voltage = 10.0
use_temperature = 378.0
rough_breakdown = 5.0          # MV/cm, rough typical value
ion_mass_u = 63.5              # copper, rounded
charging_limit = 3600.0        # s

eps = k_rel * eps0
thermal_voltage = kB * temperature / e


def debye_length(sum_n_z2, temp=temperature, permittivity=eps):
    return np.sqrt(permittivity * kB * temp / (e**2 * sum_n_z2))


def solve_profile(surface_voltage, depth, points, z=1, counterions_move=False):
    """Newton solution of the full Poisson-Boltzmann equation on a grid."""
    x = np.linspace(0, depth, points)
    h = x[1] - x[0]
    phi = np.zeros(points)
    phi[0] = surface_voltage
    converged = False
    for _ in range(200):
        u = z * phi[1:-1] / thermal_voltage
        positive = np.exp(-u)
        negative = np.exp(u) if counterions_move else np.ones_like(u)
        slope = -positive - (negative if counterions_move else 0.0)
        rho = z * e * density * (positive - negative)
        drho = z * e * density * slope * z / thermal_voltage
        residual = phi[2:] - 2 * phi[1:-1] + phi[:-2] + h**2 * rho / eps
        bands = np.ones((3, points - 2))
        bands[1] = -2 + h**2 * drho / eps
        step = solve_banded((1, 1), bands, -residual)
        phi[1:-1] += step
        if np.max(np.abs(step)) < 1e-9:
            converged = True
            break
    assert converged
    return x, phi


# Decay length read from the nonlinear equation at a small surface potential.
small_voltage = 1e-4
cases = [("one mobile species, z=1", 1, False, density),
         ("both signs mobile, z=1", 1, True, 2 * density),
         ("one mobile species, z=2", 2, False, 4 * density)]
decay_results = []
for label, z, both, sum_n_z2 in cases:
    x, phi = solve_profile(small_voltage, 60 * nm, 3001, z, both)
    window = (x > 2 * nm) & (x < 6 * nm)
    measured = -1 / np.polyfit(x[window], np.log(phi[window]), 1)[0]
    formula = debye_length(sum_n_z2)
    # Remaining nonlinearity is of order z*phi/thermal_voltage, below 0.2 %.
    assert abs(measured / formula - 1) < 2e-3
    decay_results.append((label, measured, formula))

L = debye_length(density)
assert abs(L / nm - 2.2) < 0.05

# Screening cloud around one ion in linear theory.
l_B = e**2 / (4 * np.pi * eps * kB * temperature)


def ion_potential(r):
    return e * np.exp(-r / L) / (4 * np.pi * eps * r)


def cloud_fraction(radius):
    """Compensated fraction of the ion charge, from the linear density."""
    def shell(s):
        r = s * L
        missing = density * ion_potential(r) / thermal_voltage
        return missing * 4 * np.pi * r**2 * L
    return quad(shell, 0, radius / L)[0]


claimed = cloud_fraction(L)
assert abs(claimed - (1 - 2 / np.e)) < 1e-7
assert abs(cloud_fraction(40 * L) - 1) < 1e-7
for r in (1 * nm, 3 * nm, 7 * nm):
    h = 1e-4 * r
    field = -(ion_potential(r + h) - ion_potential(r - h)) / (2 * h)
    enclosed = 4 * np.pi * eps * r**2 * field / e
    assert abs(enclosed - (1 - cloud_fraction(r))) < 1e-5

# Missing cations cannot exceed the cations that were there.
ceiling = 4 * np.pi / 3 * density * L**3
cell_radius = (3 / (4 * np.pi * density))**(1 / 3)
spacing = density**(-1 / 3)
negative_radius = brentq(
    lambda r: 1 - ion_potential(r) / thermal_voltage, 0.1 * nm, 50 * nm)
assert ceiling < claimed and cell_radius > L
dilute_cm3 = 1e14
L_dilute = debye_length(dilute_cm3 * per_cm3)
ceiling_dilute = 4 * np.pi / 3 * dilute_cm3 * per_cm3 * L_dilute**3
assert ceiling_dilute > claimed
crossover = 1 / (4 * np.pi * l_B**3)
crossover_numeric = 10**brentq(
    lambda p: np.log(debye_length(10**p) / l_B), 18, 28)
assert abs(crossover_numeric / crossover - 1) < 1e-6

# Large voltage: depletion at the positive electrode.
x, phi = solve_profile(voltage, film, 5001)
field = -np.gradient(phi, x, edge_order=2)
peak_field = field[0]
u0 = voltage / thermal_voltage
field_formula = thermal_voltage / L * np.sqrt(2 * (u0 + np.exp(-u0) - 1))
assert abs(peak_field / field_formula - 1) < 1e-3
missing_width = eps * peak_field / (e * density)
depletion_formula = np.sqrt(2 * eps * voltage / (e * density))
# The sharp-edge formula omits a relative term of order thermal_voltage/V.
assert abs(missing_width / depletion_formula - 1) < 5e-3
field_depth = x[np.argmax(field < peak_field / np.e)]
assert field_depth > 5 * L

# Accumulation at the other electrode, carrying the same surface field.
target = (peak_field * L / thermal_voltage)**2 / 2
v = brentq(lambda w: np.exp(w) - w - 1 - target, 0.1, 20)
accumulation_drop = v * thermal_voltage
x_acc, phi_acc = solve_profile(-accumulation_drop, 30 * nm, 6001)
acc_field = np.gradient(phi_acc, x_acc, edge_order=2)[0]
# One-sided differences resolve the very thin layer to about 0.1 %.
assert abs(acc_field / peak_field - 1) < 3e-3

# Charging time from linearised drift-diffusion with blocking electrodes.
# Lengths in nm and diffusion coefficient 1 nm^2 per unit time.
cells = 400
dx = film / nm / cells
second = (np.diag(-2 * np.ones(cells)) + np.diag(np.ones(cells - 1), 1)
          + np.diag(np.ones(cells - 1), -1))
no_flux = second.copy()
no_flux[0, 0] = no_flux[-1, -1] = -1
fixed_potential = second.copy()
fixed_potential[0, 0] = fixed_potential[-1, -1] = -3
no_flux /= dx**2
fixed_potential /= dx**2
potential_from_ions = -np.linalg.inv(fixed_potential) * (e / eps) * nm**2
drift = density / thermal_voltage * no_flux @ potential_from_ions
rates = np.sort(-np.linalg.eigvals(no_flux + drift).real)
assert abs(rates[0]) < 1e-6 * rates[-1]
rate_formula = 2 / ((L / nm) * (film / nm))
# The thin-layer formula omits a relative term of order L/film.
assert abs(rates[1] / rate_formula - 1) < 0.04
needed_D_cm2 = nm**2 / (rates[1] * charging_limit) * 1e4

wavelength = const.h / np.sqrt(
    2 * np.pi * ion_mass_u * const.atomic_mass * kB * temperature)
assert wavelength < 0.01 * spacing

print(f"relative permittivity k: {k_rel}")
print(f"temperature: {temperature:.0f} K")
print(f"mobile ion concentration: {density_cm3:.1e} cm^-3")
print(f"same concentration: {density:.1e} m^-3")
print(f"permittivity k*eps0: {eps:.4e} F/m")
print(f"thermal energy kB*T: {kB * temperature:.4e} J")
print(f"thermal voltage kB*T/e: {thermal_voltage:.5f} V")
print(f"n*e^2: {density * e**2:.4e} C^2/m^3")
print(f"L squared: {L**2:.4e} m^2")
print(f"Debye length L: {L / nm:.3f} nm")
print(f"Debye length L: {L:.3e} m")
print(f"small surface potential on the grid: {small_voltage * 1e3:.1f} mV")
for label, measured, formula in decay_results:
    print(f"{label}: grid {measured / nm:.3f} nm, formula {formula / nm:.3f} nm")
print(f"L if k is forgotten: {debye_length(density, permittivity=eps0) / nm:.3f} nm")
print(f"L at {use_temperature:.0f} K: "
      f"{debye_length(density, use_temperature) / nm:.3f} nm")
print(f"field scale kB*T/(e*L): {thermal_voltage / L / MV_per_cm:.3f} MV/cm")
print(f"Bjerrum length l_B: {l_B / nm:.2f} nm")
print(f"ion spacing n^(-1/3): {spacing / nm:.2f} nm")
print(f"radius a of volume per ion: {cell_radius / nm:.2f} nm")
print(f"coupling l_B/a: {l_B / cell_radius:.2f}")
print(f"compensation within L, linear theory: {claimed:.4f}")
print(f"compensation within L, strict ceiling: {ceiling:.4f}")
print(f"linear ion density negative out to: {negative_radius / nm:.2f} nm")
print(f"concentration where L = l_B: {crossover / per_cm3:.2e} cm^-3")
print(f"dilute comparison concentration: {dilute_cm3:.1e} cm^-3")
print(f"dilute L: {L_dilute / nm:.1f} nm")
print(f"dilute ceiling within L (above 1 means no limit): {ceiling_dilute:.2f}")
print(f"film thickness: {film / nm:.0f} nm")
print(f"applied voltage: {voltage:.1f} V")
print(f"average field: {voltage / film / MV_per_cm:.2f} MV/cm")
print(f"e*V/(kB*T): {u0:.1f}")
print(f"depletion width, grid: {missing_width / nm:.2f} nm")
print(f"depletion width, sharp-edge formula: {depletion_formula / nm:.2f} nm")
print(f"depth where field falls to 1/e: {field_depth / nm:.1f} nm")
print(f"peak field, grid: {peak_field / MV_per_cm:.3f} MV/cm")
print(f"peak field, first integral: {field_formula / MV_per_cm:.3f} MV/cm")
print(f"rough breakdown field (input): {rough_breakdown:.0f} MV/cm")
print(f"peak field / rough breakdown field: "
      f"{peak_field / MV_per_cm / rough_breakdown:.2f}")
print(f"neglected accumulation-layer voltage: {accumulation_drop:.3f} V")
print(f"charging rate/D, eigenvalue: {rates[1]:.5f} nm^-2")
print(f"charging rate/D, 2/(L*d): {rate_formula:.5f} nm^-2")
print(f"charging time allowed: {charging_limit:.0f} s")
print(f"diffusion coefficient needed: {needed_D_cm2:.2e} cm^2/s")
print(f"ion mass (copper, rounded): {ion_mass_u} u")
print(f"thermal wavelength of the ion: {wavelength / nm:.4f} nm")
print("checks complete")
```

Output:

```
relative permittivity k: 2.5
temperature: 400 K
mobile ion concentration: 1.0e+18 cm^-3
same concentration: 1.0e+24 m^-3
permittivity k*eps0: 2.2135e-11 F/m
thermal energy kB*T: 5.5226e-21 J
thermal voltage kB*T/e: 0.03447 V
n*e^2: 2.5670e-14 C^2/m^3
L squared: 4.7622e-18 m^2
Debye length L: 2.182 nm
Debye length L: 2.182e-09 m
small surface potential on the grid: 0.1 mV
one mobile species, z=1: grid 2.182 nm, formula 2.182 nm
both signs mobile, z=1: grid 1.543 nm, formula 1.543 nm
one mobile species, z=2: grid 1.091 nm, formula 1.091 nm
L if k is forgotten: 1.380 nm
L at 378 K: 2.121 nm
field scale kB*T/(e*L): 0.158 MV/cm
Bjerrum length l_B: 16.71 nm
ion spacing n^(-1/3): 10.00 nm
radius a of volume per ion: 6.20 nm
coupling l_B/a: 2.69
compensation within L, linear theory: 0.2642
compensation within L, strict ceiling: 0.0435
linear ion density negative out to: 3.45 nm
concentration where L = l_B: 1.71e+16 cm^-3
dilute comparison concentration: 1.0e+14 cm^-3
dilute L: 218.2 nm
dilute ceiling within L (above 1 means no limit): 4.35
film thickness: 100 nm
applied voltage: 10.0 V
average field: 1.00 MV/cm
e*V/(kB*T): 290.1
depletion width, grid: 52.48 nm
depletion width, sharp-edge formula: 52.57 nm
depth where field falls to 1/e: 33.2 nm
peak field, grid: 3.798 MV/cm
peak field, first integral: 3.798 MV/cm
rough breakdown field (input): 5 MV/cm
peak field / rough breakdown field: 0.76
neglected accumulation-layer voltage: 0.196 V
charging rate/D, eigenvalue: 0.00939 nm^-2
charging rate/D, 2/(L*d): 0.00916 nm^-2
charging time allowed: 3600 s
diffusion coefficient needed: 2.96e-16 cm^2/s
ion mass (copper, rounded): 63.5 u
thermal wavelength of the ion: 0.0110 nm
checks complete
```
